The Thomas-Fermi Atom: Universal Equation, Length Scale and Total Energy

**1. A case that can be counted: no repulsion**

Place Z electrons around a fixed point nucleus of charge Z, and switch off their mutual repulsion. We use Hartree atomic units, in which ħ, the electron mass and the elementary charge are 1; lengths are in bohr and energies in hartree. Relativity is left out throughout.

Each electron then occupies a hydrogen-like level of energy −Z²/(2k²), with k = 1, 2, 3, ... Shell k holds 2k² electrons, spin included, so a full shell contributes 2k² × (−Z²/(2k²)) = −Z², whatever k is. If K shells are full and K is large, the number of electrons is

Z = 2 Σ k² ≈ (2/3)K³, so K ≈ (3Z/2)^(1/3), (1)

and the energy is

E ≈ −Z²K = −(3/2)^(1/3) Z^(7/3). (2)

The outermost shell has a radius of order K²/Z, which is of order Z^(−1/3). Both powers come from filling levels in a Coulomb field: more charge deepens the levels and shrinks the atom, while the Pauli principle forces electrons into higher shells.

Repulsion changes the potential and hence the numerical coefficients. To find them we need a potential consistent with the density it produces. For many electrons this can be done statistically, by treating the electrons near each point as a uniform gas.

**2. The energy as a functional of the density**

In a box of volume V with periodic boundaries, plane waves have one allowed wave vector per volume (2π)³/V of k-space. Fill all states up to k_F, two electrons in each. The number of electrons per volume is

n = 2/(2π)³ × (4π/3)k_F³ = k_F³/(3π²), (3)

and the kinetic energy per volume is

2/(2π)³ × ∫₀^(k_F) (k²/2) 4πk² dk = k_F⁵/(10π²). (4)

Inserting k_F = (3π²n)^(1/3) from (3) turns (4) into C n^(5/3), with

C = (3/10)(3π²)^(2/3) = 2.8712. (5)

The Thomas-Fermi approximation uses this expression at every point of the atom with the local density n(r). Adding the classical electrostatic energies, and no exchange or correlation, gives

E[n] = T + V_en + V_ee, (6)

T = C ∫ n^(5/3) d³r,
V_en = −Z ∫ (n/r) d³r,
V_ee = ½ ∬ n(r)n(r′)/|r−r′| d³r d³r′.

Let u(r) = ∫ n(r′)/|r−r′| d³r′ be the repulsive energy of an electron at r, and define

φ(r) = Z/r − u(r). (7)

This is the electrostatic potential; an electron has potential energy −φ. Changing n by a small η changes the energy to first order by

δE = ∫ η [(5/3)C n^(2/3) − φ] d³r. (8)

The factor ½ in V_ee has disappeared because either of the two densities can be varied. By (5), (5/3)C = ½(3π²)^(2/3), so setting the bracket to zero gives

½(3π²n)^(2/3) = φ, so n = (2φ)^(3/2)/(3π²). (9)

By (3), the left side is k_F²/2. The fastest electron at each point therefore has total energy k_F²/2 − φ = 0, the threshold between bound and free.

We have not fixed the number of electrons in this variation. Section 4 shows that the solution contains Z of them, so no Lagrange multiplier is needed for the neutral atom.

The stationary density is also the minimum. For another density m ≥ 0 with finite energy, the first-order term vanishes by (9), leaving

E[m] − E[n] = C ∫ [m^(5/3) − n^(5/3) − (5/3)n^(2/3)(m−n)] d³r + (1/8π) ∫ |∇w|² d³r, (10)

where w is the Coulomb potential of m−n. The first bracket is non-negative because the curve n^(5/3) lies above its tangents. The second term is the electrostatic energy of m−n, rewritten with ∇²w = −4π(m−n) and one integration by parts. Both terms are at least zero.

**3. The dimensionless equation**

The electron potential obeys ∇²u = −4πn. Away from the nucleus ∇²(Z/r) = 0, so (7) gives ∇²φ = 4πn. For a spherical atom,

(1/r) d²(rφ)/dr² = 4πn. (11)

The product rφ is the nuclear charge as reduced by screening. Measure it in units of Z, and r in units of a length b still to be chosen:

φ = Zχ(x)/r, r = bx. (12)

Primes on χ denote derivatives with respect to x. Since d²/dr² = b⁻² d²/dx², the left side of (11) is Zχ″/(b³x). By (9), the right side is

4πn = (4/(3π)) [2Zχ/(bx)]^(3/2) = (2^(7/2)/(3π)) Z^(3/2) b^(−3/2) χ^(3/2) x^(−3/2). (13)

Multiplying both sides by b³x/Z gives

χ″ = [2^(7/2) Z^(1/2) b^(3/2)/(3π)] χ^(3/2)/√x. (14)

We choose b so that the bracket is 1. Then b^(3/2) = 3π/(2^(7/2) Z^(1/2)), and raising this to the power 2/3 gives

b = (3π)^(2/3) 2^(−7/3) Z^(−1/3) = ½(3π/4)^(2/3) Z^(−1/3) = 0.8853 Z^(−1/3) bohr, (15)

χ″ = χ^(3/2)/√x. (16)

The nuclear charge no longer appears. In this model all neutral atoms share one function χ and differ only in scale.

**4. Boundary conditions and the number of electrons**

Close to the nucleus the bare charge dominates, so rφ → Z. Far from a neutral atom rφ → 0. Hence

χ(0) = 1, χ(∞) = 0. (17)

To count the electrons, combine (11) and (12) into 4πn = Zχ″/(b²r). A shell then holds 4πr²n dr = Zxχ″ dx. Because xχ″ = (xχ′ − χ)′, the number inside x is

N(x) = Z[1 − χ(x) + xχ′(x)]. (18)

The lower limit contributed +1 because χ(0) = 1 and χ′(0) is finite. At large x, χ is positive, decreasing and convex, so |χ′| decreases. Therefore (x/2)|χ′(x)| ≤ χ(x/2) − χ(x), which tends to zero. Both χ and xχ′ vanish at infinity, and N(∞) = Z.

This also closes the loop between (7) and (16). The function φ from (12) and the potential Z/r − u built from its density have the same Laplacian for r > 0. Their difference times r is thus A + Br. It vanishes at r = 0 and at infinity, so A = B = 0.

The boundary conditions admit at most one non-negative solution. Suppose there were two, with difference d. Then d would vanish at both ends, and if it were positive somewhere it would have a positive maximum, where d″ ≤ 0. But (16) makes d″ > 0 wherever d > 0. Exchanging the two solutions excludes negative values in the same way.

**5. Where the initial slope comes from**

Equation (16) is of second order, so χ(0) = 1 leaves the slope χ′(0) open; the condition at infinity selects it. We find it numerically, starting from the tail.

Try χ = Ax^(−p). Equation (16) requires p(p+1)A x^(−p−2) = A^(3/2) x^(−3p/2−1/2). Equal powers give p = 3, and then 12 = √A gives

χ ≈ 144/x³ at large x. (19)

A small correction δ to this tail obeys the linearized equation δ″ = (3/2)(144/x³)^(1/2) δ/√x = 18δ/x². Setting δ proportional to x^(−3−σ) gives (3+σ)(4+σ) = 18, or σ² + 7σ − 6 = 0. The positive root σ = (√73 − 7)/2 describes the approach to the tail:

χ ≈ (144/x³)(1 − F x^(−σ)), F > 0. (20)

The sign of F follows from the argument of Section 4. The function 144/x³ solves (16) exactly, and χ − 144/x³ is negative near the origin, vanishes at infinity and cannot have a positive maximum. Hence χ stays below 144/x³; F = 0 would be 144/x³ itself, which is infinite at the origin.

The constant F need not be guessed correctly. If χ(x) solves (16), so does λ³χ(λx): its second derivative is λ⁵χ″(λx) = λ^(9/2)χ(λx)^(3/2)/√x, which is also what the right side of (16) gives. This rescaling changes F into Fλ^(−σ). We may therefore integrate inward from (20) with any positive F, starting at an x where F x^(−σ) is small compared with 1, reach some values χ₀ and χ₀′ at the origin, and choose λ = χ₀^(−1/3) to make χ(0) = 1. The slope becomes λ⁴χ₀′ = χ₀′/χ₀^(4/3). With t = √x as variable, the equations

dχ/dt = 2tχ′, dχ′/dt = 2χ^(3/2) (21)

have no singularity at the origin. The result is

χ′(0) = −1.588071. (22)

Outward integration tests this value. A start steeper by 10⁻⁶ reaches χ = 0 at x = 23.8; one shallower by 10⁻⁶ turns upward at x = 21.7. A small change δ of the solution obeys δ″ = (3/2)(χ/x)^(1/2) δ. The coefficient is positive, so a δ that starts from zero with a small slope keeps growing while χ decays. Far out, where (19) holds, this growing deviation belongs to the other, negative root for σ: relative to the tail it grows as x^((7+√73)/2), and integrated inward it dies away. That power does not yet apply near x = 22, because χ is still well below 144/x³ there (0.0243 against 0.144 at x = 10, 0.00063 against 0.00115 at x = 50).

**6. The total energy from the slope**

Near the origin χ^(3/2) ≈ 1, so integrating (16) twice gives

χ = 1 + χ′(0)x + (4/3)x^(3/2) + ... (23)

Insert this into φ = Zχ/r with x = r/b. As r → 0,

φ − Z/r → Zχ′(0)/b. (24)

By (7), the left side is −u(0) = −∫ (n/r) d³r. The slope thus measures the electrons' potential at the nucleus. Multiplying by Z gives the attraction energy:

V_en = Z²χ′(0)/b. (25)

Two further relations determine T and V_ee. First, multiply (5/3)C n^(2/3) = φ by n and integrate. The left side is (5/3)T. On the right, ∫ nZ/r d³r = −V_en and ∫ nu d³r = 2V_ee, so

(5/3)T + V_en + 2V_ee = 0. (26)

Second, compare n with the compressed or expanded densities λ³n(λr), which hold the same number of electrons. Substituting λr as the integration variable multiplies T by λ⁵/λ³ = λ², and each Coulomb energy by λ. The energy λ²T + λ(V_en + V_ee) must be stationary at λ = 1, so

2T + V_en + V_ee = 0. (27)

This is the virial theorem. Solve it for V_ee = −2T − V_en and insert that in (26):

(5/3)T + V_en − 4T − 2V_en = 0, so T = −(3/7)V_en. (28)

Then V_ee = (6/7)V_en − V_en = −(1/7)V_en, and the sum is

E = (−3/7 + 1 − 1/7)V_en = (3/7)V_en = (3/7)Z²χ′(0)/b. (29)

With (15) and (22),

E = −(3/7)(1.588071/0.885341) Z^(7/3) = −0.7687 Z^(7/3) hartree. (30)

The factor Z² comes from the attraction and the extra Z^(1/3) from 1/b. The power is that of (2), but the coefficient is smaller in magnitude: repulsion raises the energy.

**7. Krypton**

For Z = 36, Z^(1/3) = 3.3019 and Z^(7/3) = 4279.3. The length is b = 0.885341/3.3019 = 0.2681 bohr, or 14.19 pm. The universal function then gives:

x = 1: r = 0.268 bohr, χ = 0.4240, 10.87 electrons inside
x = 5: r = 1.341 bohr, χ = 0.0788, 28.92 electrons inside
x = 10: r = 2.681 bohr, χ = 0.0243, 33.47 electrons inside

Half the electrons lie within x = 1.882, that is, r = 1.882 × 0.2681 = 0.505 bohr. In this model that radius shrinks as Z^(−1/3).

The energy is E = −0.768745 × 4279.3 = −3289.7 hartree, about −89.5 keV. From (28) and (29), T = 3289.7, V_en = −(7/3) × 3289.69 = −7675.9 and V_ee = 3289.7/3 = 1096.6 hartree. Direct integration of the three terms in (6) gives the same values.

The numerical check also varies the density itself. Multiplying n by 1 + ε changes the electron number, yet the computed first derivative of E at ε = 0 is −0.0002 hartree, against a second derivative of 5848 hartree. The small remainder comes from the finite step ε = 10⁻³. The third derivative of (1+ε)^(5/3)T is −(10/27)T, and a central difference adds one sixth of it times ε²: −(10/27) × 3289.7 × 10⁻⁶/6 = −0.0002 hartree.

**8. How far the result can be trusted**

Equation (30) is the minimum energy of the functional (6), not the energy of a real atom. Restricted Hartree-Fock calculations in the def2-TZVP basis give a comparison, in hartree:

Ne: Thomas-Fermi −165.6, Hartree-Fock −128.5, ratio 1.2885
Ar: Thomas-Fermi −652.8, Hartree-Fock −526.8, ratio 1.2391
Kr: Thomas-Fermi −3289.7, Hartree-Fock −2752.0, ratio 1.1954

Relative to Hartree-Fock, the statistical atom is overbound by 29, 24 and 20 percent. The last digit of the table depends on the basis: the larger def2-QZVP set (its s, p and d functions) lowers the Hartree-Fock energies by about 0.005, 0.014 and 0.05 hartree, which turns the krypton value into −2752.1 and the neon ratio into 1.2884 but leaves the percentages unchanged.

The local use of (5) requires the electron wavelength to be short compared with the distance over which the potential changes. That distance, φ/|dφ/dr|, equals r near the nucleus and falls to about r/2 at x = 2 and towards r/4 in the tail, so the condition requires at least k_F r ≫ 1, where k_F = √(2φ) by (9).

Near the nucleus φ ≈ Z/r and k_F r ≈ √(2Zr). The condition fails for r of order 1/Z, where (9) makes the density diverge as r^(−3/2). That region holds a number of electrons of order (Z/r)^(3/2) r³ = (Zr)^(3/2), which is of order 1, each with an energy of order Z². An energy error of order Z² is thus expected, which relative to Z^(7/3) is of order Z^(−1/3). The differences between the Hartree-Fock and Thomas-Fermi energies, divided by Z², are 37.08/100 = 0.37, 125.95/324 = 0.39 and 537.69/1296 = 0.41 hartree, and the larger basis gives the same three quotients. They are compatible with this estimate, though three atoms do not establish a law, and the differences also contain the exchange energy, which (6) omits. In Hartree-Fock it is −12.1, −30.2 and −93.9 hartree for the three atoms; with it removed, the quotients become 0.49, 0.48 and 0.49.

The outer region fails too. From (12), k_F r = √(2Zχr). In krypton this is √(72 × 0.0243 × 2.681) = 2.2 at r = 2.68 bohr, and even at x = 2, in the bulk, it is only √(72 × 0.2430 × 0.5363) = 3.1, so in krypton the condition is not well met in either region. The two regions differ in how they scale with Z. At fixed x, k_F r = √(2Zbxχ) grows as Z^(1/3). At fixed r it also grows, but only towards a limit. Since χ stays below 144/x³ (Section 5), φ is less than 144Zb³/r⁴, which by (15) does not depend on Z. Hence k_F r < 9π/(2r) = 14.1/r for every Z, with r in bohr. At r = 8 bohr this bound is 1.8, so there the condition fails however large Z is. The tail (19), with φ proportional to r⁻⁴ and n proportional to r⁻⁶, takes over only at large x, which for real nuclear charges lies much further out than this; in krypton χ is still only 55 percent of 144/x³ at x = 50, which is 13.4 bohr. The density of a real atom falls exponentially instead. Shell structure is absent as well: the radial density 4πr²n is proportional to √x χ^(3/2), which has a single maximum, so it cannot show the separate shells of a real atom. As Z grows, the condition is therefore met ever better at any fixed x, and so for the bulk of the electrons, whereas at a fixed r the bound 14.1/r remains.

Finally, "large Z" here means large Z in the nonrelativistic problem. The innermost electrons move at speeds of order Z in atomic units, while the speed of light is about 140. In real heavy atoms, relativistic corrections to the energy must be added.

Values computed for the example and the checks

```
kinetic constant C = 2.871234 (atomic units)
plane-wave sum: 535522 electrons, sum/formula = 0.999999
length coefficient b Z^(1/3) = 0.885341 bohr
initial slope chi'(0) = -1.58807102 (dimensionless)
slope steeper by 1e-06: reaches zero at x = 23.84
slope shallower by 1e-06: turns upward at x = 21.67
energy coefficient E/Z^(7/3) = -0.768745 hartree
krypton: Z = 36, Z^(1/3) = 3.301927, Z^(7/3) = 4279.298
krypton length b = 0.268129 bohr = 14.189 pm
x, r (bohr), chi, electrons inside r (quadrature):
    0.1    0.0268  0.881697  0.676
    0.5    0.1341  0.606986  5.339
    1.0    0.2681  0.424008  10.872
    2.0    0.5363  0.243009  18.738
    5.0    1.3406  0.078808  28.922
   10.0    2.6813  0.024314  33.468
   50.0   13.4064  0.000632  35.919
half the electrons: x = 1.8824, r = 0.5047 bohr
krypton T by quadrature = 3289.689 hartree
krypton V_en by quadrature = -7675.942 hartree
krypton V_ee by quadrature = 1096.563 hartree
krypton E by quadrature = -3289.689 hartree = -89517 eV
krypton E from slope = -3289.689 hartree
krypton, density change eps*g*n: first and second derivative of E in eps (hartree):
  g = exp(-x): -0.00013, 3083.4
  g = x exp(-x): -0.00000, 247.7
  g = 1/(1+x): -0.00014, 3385.8
  g = constant: -0.00020, 5848.3
atom, Thomas-Fermi E, Hartree-Fock E (hartree), ratio:
  Ne  -165.62  -128.54  1.2885
  Ar  -652.76  -526.80  1.2391
  Kr  -3289.69  -2752.00  1.1954
```
